# Field variance of a triangular London vortex lattice and muon damping: a numerical check

```python
# Result under test: triangular London vortex lattice, B - lam^2 Lap B = Phi0 sum_R delta(r-R).
#   <dB^2> = B0^2 sum_{G!=0} (1+lam^2 G^2)^-2 -> C Phi0^2/lam^4,  C = 3 S2/(64 pi^4),
#   S_s = sum' N^-s = 6 zeta(s) L(s), N = m^2+mn+n^2, L = Dirichlet L-function mod 3.
# Muon damping (envelope exp(-sigma^2 t^2/2)): sigma = gamma sqrt(<dB^2>).
# Symbols: lam penetration depth, xi core length, a vortex spacing, B0 mean induction,
#   G1 shortest reciprocal vector, x = lam^2 G1^2, tc = xi^2 G1^2, rho = 2 pi/sqrt3,
#   F(tc) = sum' exp(-tc N)/N^2 (Gaussian core cutoff), b = B0/Bc2.
# Atomic units: Phi0 = pi, gamma = |g|/(2 m_mu). Numbers: angstrom, neV, tesla.
import math
import numpy as np
import mpmath as mp
from scipy import constants as sc
from scipy.special import k0, k1, exp1
from scipy.integrate import quad
from scipy.linalg import expm
from scipy.optimize import least_squares, brentq
from numpy.polynomial import chebyshev as ch
from numpy.polynomial.legendre import leggauss

def show(label, val, unit=""):
    print(f"{label} = {val:.6g} {unit}".rstrip())
pc = lambda k: sc.physical_constants[k][0]
pi, s3 = math.pi, math.sqrt(3.0)
rho = 2*pi/s3

# constants and atomic units
a0, Bau, Eh = pc('Bohr radius')*1e10, pc('atomic unit of mag. flux density'), pc('Hartree energy in eV')
Phi0 = pc('mag. flux quantum')*1e20                      # T A^2
assert abs(Phi0/(Bau*a0**2) - pi) < 1e-7
gam_au = abs(pc('muon g factor'))/(2*pc('muon-electron mass ratio'))
hgam = gam_au*Eh/Bau*1e9                                 # neV per T
hbar = sc.hbar/sc.e*1e15                                 # neV us
sx = np.array([[0, 1], [1, 0]], complex); sz = np.diag([1.0, -1.0])
U = expm(1j*abs(pc('muon mag. mom.'))*0.5*1e-8/sc.hbar*sz)  # 0.5 T, 10 ns
psi = U @ np.array([1, 1])/math.sqrt(2)
assert abs((psi.conj() @ sx @ psi).real - math.cos(hgam*0.5*0.01/hbar)) < 1e-6

# single vortex: radial London equation by finite differences, and unit flux
for r in (0.3, 1.0, 4.0):
    h = 1e-4
    lap = (k0(r+h)-2*k0(r)+k0(r-h))/h**2 + (k0(r+h)-k0(r-h))/(2*h*r)
    assert abs(lap/k0(r) - 1) < 1e-5
assert abs(quad(lambda r: r*k0(r), 0, 1)[0] + quad(lambda r: r*k0(r), 1, 60)[0] - 1) < 1e-7

# lattice point counts by enumeration
Nmax = 250000
mm, nn = np.meshgrid(np.arange(-580, 581), np.arange(-580, 581))
def counts(form):
    f = form.ravel()
    return np.bincount(f[f <= Nmax], minlength=Nmax+1)[1:].astype(float)
cnt, cnt_sq = counts(mm*mm+mm*nn+nn*nn), counts(mm*mm+nn*nn)
N = np.arange(1, Nmax+1, dtype=float)
div = np.zeros(3001)
for d in range(1, 3001):
    div[d::d] += (0, 1, -1)[d % 3]
assert np.array_equal(cnt[:3000], 6*div[1:])
S2_dir = np.sum(cnt/N**2) + rho/Nmax
mp.mp.dps = 60
Lf = lambda s: mp.mpf(3)**(-s)*(mp.zeta(s, mp.mpf(1)/3)-mp.zeta(s, mp.mpf(2)/3))
S2, S3, S4 = (float(6*mp.zeta(s)*Lf(s)) for s in (2, 3, 4))
row0, rows = pi**4/45, 8*pi*float(mp.zeta(3))/(3*s3)
def ripple(n, k):
    y = s3*n/2
    return 2*pi/y**3*(-1)**(n*k)*(1+2*pi*k*y)*math.exp(-2*pi*k*y)
rip = sum(ripple(n, k) for n in range(1, 12) for k in range(1, 12))
assert abs(S2_dir-S2) < 1e-7 and abs(row0+rows+rip-S2) < 1e-12
assert abs(np.sum(cnt/N**3)+rho/(2*Nmax**2)-S3) < 1e-10 and abs(np.sum(cnt/N**4)-S4) < 1e-11
C = 3*S2/(64*pi**4)
assert round(C, 5) == 0.00371
Ssq = np.sum(cnt_sq/N**2) + pi/Nmax
assert abs(Ssq - float(4*mp.zeta(2)*mp.catalan)) < 1e-7

# core expansion
ell = math.log(rho)-1+np.sum(cnt[:50]*(np.exp(-rho*N[:50])/(rho*N[:50])+exp1(rho*N[:50])))
e = mp.mpf('1e-12')
assert abs(ell - float((Lf(1+e)-Lf(1-e))/e/(Lf(1+e)+Lf(1-e)))) < 1e-10
F_asym = lambda t: S2 - rho*t*(math.log(1/t)+1+ell) - t*t/2
for t in (0.002, 0.04, 0.5):
    assert abs(np.sum(cnt*np.exp(-t*N)/N**2) - F_asym(t)) < 1e-9
theta = lambda t: 1+np.sum(cnt*np.exp(-t*N))
assert abs(theta(2.0) - rho/2.0*theta(rho**2/2.0)) < 1e-12

# model
lam, xi, B0, hsn = 2000.0, 20.0, 0.5, 0.2
spacing = lambda B: math.sqrt(2*Phi0/(s3*B))
xof = lambda l, B: 8*pi**2*l*l*B/(s3*Phi0)
def var_recip(B):
    x = xof(lam, B)
    return B*B*(np.sum(cnt/(1+x*N)**2) + rho/(x*(1+x*Nmax)))
def var_k1(B):
    z = spacing(B)*np.sqrt(N)/lam
    return Phi0*B/(4*pi*lam**2)*(1+math.fsum(cnt*z*k1(z))) - B*B
a, x = spacing(B0), xof(lam, B0)
v_ideal, v_rec = C*Phi0**2/lam**4, var_recip(B0)
Blow = 0.02
for B in (B0, Blow):
    assert abs(var_k1(B)/var_recip(B)-1) < 1e-7
    xx = xof(lam, B)
    rem = var_recip(B)/v_ideal - (1-2*S3/(S2*xx))
    assert 0 < rem < 3*S4/(S2*xx**2)
assert abs(var_recip(50.0)/v_ideal-1) < 1e-4

# real-space field from summed K0 vortices, quadrature over 1/12 of the hexagonal cell
i1, i2 = np.meshgrid(np.arange(-105, 106), np.arange(-105, 106))
X, Y = (a*(i1+i2/2)).ravel(), (a*s3/2*i2).ravel()
keep = (np.hypot(X, Y) < 30*lam) & (np.hypot(X, Y) > 1)
X, Y = X[keep], Y[keep]
xc = np.cos(pi*(np.arange(20)+0.5)/20)
gu, wu = leggauss(400); u = (gu+1)/2; wu = wu/2
gp, wp = leggauss(12)
fld, wts = [], []
for p, w in zip((gp+1)*pi/12, wp*pi/12):
    edge = a/(2*math.cos(p))
    sm = [k0(np.hypot(X-r*math.cos(p), Y-r*math.sin(p))/lam).sum() for r in edge*(xc+1)/2]
    co = ch.chebfit(xc, sm, 19)          # neighbours' field is analytic inside the cell
    fld.append(Phi0/(2*pi*lam**2)*(k0(edge*u**3/lam)+ch.chebval(2*u**3-1, co)))
    wts.append(12/(s3*a*a/2)*w*edge**2*3*u**5*wu)
fld, wts = np.concatenate(fld), np.concatenate(wts)
assert abs(wts.sum()-1) < 1e-12 and abs(wts @ fld/B0-1) < 1e-9
dB = fld-B0
v_quad = wts @ dB**2
assert abs(v_quad/v_rec-1) < 1e-6
skew = wts @ dB**3/v_quad**1.5

# Fourier synthesis with reciprocal vectors from matrix inversion
bvec = 2*pi*np.linalg.inv(np.array([[a, 0], [a/2, a*s3/2]])).T
M, K = 1024, 340
fm = np.rint(np.fft.fftfreq(M)*M)
m2, n2 = np.meshgrid(fm, fm, indexing='ij')
G2 = (m2*bvec[0, 0]+n2*bvec[1, 0])**2 + (m2*bvec[0, 1]+n2*bvec[1, 1])**2
assert np.allclose(lam**2*G2, x*(m2*m2-m2*n2+n2*n2), rtol=1e-12, atol=1e-9)
amp = np.where((abs(m2) <= K) & (abs(n2) <= K) & (G2 > 0), B0/(1+lam**2*G2), 0.0)
synth = lambda c: np.fft.ifft2(c).real.ravel()*M*M
dF, dCore = synth(amp), synth(amp*np.exp(-xi**2*G2/2))
assert abs(np.mean(dF**3)/v_rec**1.5/skew-1) < 2e-3 and skew > 1

# muon signal versus tau = sigma t, sigma taken from the reciprocal sum
rms = math.sqrt(v_rec)
P = lambda tau: np.exp(1j*np.outer(np.atleast_1d(tau), dB/rms)) @ wts
assert abs(-2*math.log(abs(P(0.01)[0]))/0.01**2-1) < 1e-3
for tau in (2.0, 4.0):
    assert abs(P(tau)[0]-np.mean(np.exp(1j*tau*dF/rms))) < 2e-3
def gauss_fit(T):
    tt = np.linspace(0, T, 81); data = P(tt)
    def res(q):
        d = (data-np.exp(-q[0]**2*tt**2/2+1j*q[1]*tt))/min(T, 1)**2
        return np.concatenate([d.real, d.imag])
    best = min((least_squares(res, [0.7, d0], xtol=1e-14, ftol=1e-14, gtol=1e-14)
                for d0 in (0.0, -0.3, -0.6)), key=lambda o: o.cost)
    return abs(best.x[0]), best.x[1]
assert abs(gauss_fit(0.1)[0]-1) < 0.02
sfit, shift = gauss_fit(4.0)
assert sfit < 0.95

# core, nuclear broadening, inversion
Bc2 = Phi0/(2*pi*xi**2); b = B0/Bc2
tc = xi**2*float(bvec[0] @ bvec[0])
assert abs(tc-2*rho*b) < 1e-12
v_core = np.mean(dCore**2)
hs_sc = hgam*math.sqrt(v_core); hs_tot = math.hypot(hs_sc, hsn)
draw = hgam*dCore + hsn*np.random.default_rng(1).standard_normal(dCore.size)
assert abs(draw.var()/hs_tot**2-1) < 3e-3 < hsn**2/hs_tot**2   # statistical error about 3e-4
conv = math.sqrt(C)*pi*gam_au*Eh*a0**2                   # eV A^2
assert abs(conv*1e9/lam**2/(2*abs(pc('muon mag. mom.'))/sc.e*1e9*math.sqrt(var_recip(500.0)))-1) < 1e-5
lam_of = lambda hs: math.sqrt(conv*1e9/hs)
model = lambda l: conv*1e9/l**2*math.sqrt(F_asym(tc)/S2-2*S3/(S2*xof(l, B0)))
lam_corr = brentq(lambda l: model(l)-math.sqrt(hs_tot**2-hsn**2), 500, 8000)
assert abs(lam_corr/lam-1) < 2e-4                        # neglected cross term is of order tc/x

show("row n=0, pi^4/45", row0); show("smooth rows, 8 pi zeta(3)/(3 sqrt3)", rows)
show("ripple (n,k)=(1,1)", ripple(1, 1)); show("ripple (1,2)", ripple(1, 2)); show("ripple (2,1)", ripple(2, 1))
show("zeta(2)", float(mp.zeta(2))); show("L(2)", float(Lf(2)))
print(f"S2 direct = {S2_dir:.8f}, rows = {row0+rows+rip:.8f}, closed = {S2:.8f}")
show("S3", S3); show("S4", S4); show("C", C); show("sqrt(C)", math.sqrt(C))
show("square lattice sum", Ssq); show("square lattice coefficient", Ssq/(16*pi**4))
show("rho", rho); show("ell", ell)
show("Phi0", Phi0, "T A^2"); show("gamma_mu", gam_au, "a.u."); show("hbar gamma_mu", hgam, "neV/T")
show("hbar", hbar, "neV us")
show("sigma lam^2", math.sqrt(C)*pi*gam_au, "a.u."); show("hbar sigma lam^2", conv, "eV A^2")
show("lam at hbar sigma = 1 neV", lam_of(1.0), "A"); show("lam at sigma = 1/us", lam_of(hbar), "A")
show("lam at sigma' = 1/us, exp(-sigma'^2 t^2)", lam_of(hbar*math.sqrt(2)), "A")
print(f"inputs: lam = {lam:g} A, xi = {xi:g} A, B0 = {B0:g} T, hbar sigma_n = {hsn:g} neV")
show("a", a, "A"); show("G1", math.sqrt(x)/lam, "1/A"); show("x", x)
show("Bc1 estimate Phi0 ln(lam/xi)/(4 pi lam^2)", Phi0*math.log(lam/xi)/(4*pi*lam**2), "T")
show("Bc2", Bc2, "T"); show("b", b); show("tc", tc)
show("ideal rms field", math.sqrt(v_ideal), "T")
show("ideal hbar sigma", conv*1e9/lam**2, "neV"); show("ideal sigma", conv*1e9/lam**2/hbar, "1/us")
show("variance ratio, reciprocal sum", v_rec/v_ideal); show("variance ratio, K0 quadrature", v_quad/v_ideal)
show("first-order shift -2 S3/(S2 x)", -2*S3/(S2*x))
print(f"at B0 = {Blow:g} T: x = {xof(lam, Blow):.5g}, variance ratio = {var_recip(Blow)/v_ideal:.5g}")
show("F(tc)/S2", F_asym(tc)/S2); show("variance ratio, finite field and core", v_core/v_ideal)
show("skewness, no core", skew); show("|P| at sigma t = 2", abs(P(2.0)[0])); show("Gaussian exp(-2)", math.exp(-2))
show("Gaussian fit rate / sigma, sigma t <= 4", sfit); show("fit frequency shift / sigma", shift)
show("lam overestimate factor from fit", sfit**-0.5)
show("hbar sigma_sc with core", hs_sc, "neV"); show("hbar sigma_tot", hs_tot, "neV")
show("sigma_tot", hs_tot/hbar, "1/us")
show("lam naive from sigma_tot", lam_of(hs_tot), "A"); show("lam after nuclear subtraction", lam_of(hs_sc), "A")
show("lam with field and core corrections", lam_corr, "A")
print("every check passed")
```

It prints:

```
row n=0, pi^4/45 = 2.16465
smooth rows, 8 pi zeta(3)/(3 sqrt3) = 5.81411
ripple (n,k)=(1,1) = -0.270022
ripple (1,2) = 0.00215858
ripple (2,1) = 0.000269823
zeta(2) = 1.64493
L(2) = 0.781302
S2 direct = 7.71114573, rows = 7.71114573, closed = 7.71114573
S3 = 6.37588
S4 = 6.10447
C = 0.00371074
sqrt(C) = 0.0609159
square lattice sum = 6.02681
square lattice coefficient = 0.00386695
rho = 3.6276
ell = 0.368282
Phi0 = 206783 T A^2
gamma_mu = 0.00484197 a.u.
hbar gamma_mu = 560.543 neV/T
hbar = 0.658212 neV us
sigma lam^2 = 0.000926621 a.u.
hbar sigma lam^2 = 0.00706082 eV A^2
lam at hbar sigma = 1 neV = 2657.22 A
lam at sigma = 1/us = 3275.25 A
lam at sigma' = 1/us, exp(-sigma'^2 t^2) = 2754.15 A
inputs: lam = 2000 A, xi = 20 A, B0 = 0.5 T, hbar sigma_n = 0.2 neV
a = 691.047 A
G1 = 0.0104989 1/A
x = 440.903
Bc1 estimate Phi0 ln(lam/xi)/(4 pi lam^2) = 0.0189449 T
Bc2 = 82.2765 T
b = 0.00607707
tc = 0.0440903
ideal rms field = 0.0031491 T
ideal hbar sigma = 1.76521 neV
ideal sigma = 2.68182 1/us
variance ratio, reciprocal sum = 0.996262
variance ratio, K0 quadrature = 0.996262
first-order shift -2 S3/(S2 x) = -0.00375066
at B0 = 0.02 T: x = 17.636, variance ratio = 0.91334
F(tc)/S2 = 0.906748
variance ratio, finite field and core = 0.903199
skewness, no core = 2.98268
|P| at sigma t = 2 = 0.607556
Gaussian exp(-2) = 0.135335
Gaussian fit rate / sigma, sigma t <= 4 = 0.40452
fit frequency shift / sigma = -0.41589
lam overestimate factor from fit = 1.57228
hbar sigma_sc with core = 1.67759 neV
hbar sigma_tot = 1.68947 neV
sigma_tot = 2.56676 1/us
lam naive from sigma_tot = 2044.33 A
lam after nuclear subtraction = 2051.56 A
lam with field and core corrections = 1999.89 A
every check passed
```
